# Why a Million Dislocations per Square Centimetre Barely Slow Silicon's Electrons

## The result

In n-type silicon with $10^{15}\ \mathrm{cm^{-3}}$ donors at 300 K, $10^6\ \mathrm{cm^{-2}}$ threading dislocations lower the electron drift mobility by a few tenths of a percent at most, if each dislocation holds about one electron per ten sites. The dislocations are $s=10\ \mathrm{\mu m}$ apart, while an electron travels $l=42$ nm between ordinary collisions.

The ratio $s/l\approx 240$ points the right way but does not give the loss, because it says nothing about the size of the obstacle. A charged dislocation empties a cylinder of radius $R$ around itself. With $N$ the dislocation density, two numbers must be small:

$$
\frac{8}{3}NRl\ll1,\qquad \phi\equiv\pi R^2N\ll1 .
$$

The first governs the loss when $l\gg R$, the second when $l\ll R$. Here $R=288$ nm, so the second is the relevant one, though corrections of relative order $l/R\approx0.15$ can be expected. For sharp-edged cylinders it gives

$$
\frac{\mu_{\rm eff}}{\mu}=\frac{1}{1+\phi},\qquad \phi=0.26\,\% .
$$

The model has straight parallel lines, current perpendicular to them, and ordinary silicon between them. Free paths are treated as planar; projecting three-dimensional paths changes the hit estimates by a factor of order one, but not the diffusive result.

## 1. The free path and the spacing

Take a rough mobility $\mu=1350\ \mathrm{cm^2/Vs}$ without dislocations. The conductivity mass averages the inverse masses of silicon's valleys:

$$
\frac{1}{m_c}=\frac13\left(\frac{2}{m_t}+\frac1{m_l}\right),
$$

so $m_t=0.190\,m_e$ and $m_l=0.916\,m_e$ give $m_c=0.258\,m_e$. From $\mu=e\tau/m_c$,

$$
\tau=\frac{\mu m_c}{e}=0.198\ \mathrm{ps}.
$$

The mean thermal speed is $v=\sqrt{8kT/(\pi m_c)}=2.12\times10^7\ \mathrm{cm/s}$, and therefore

$$
l=v\tau=42\ \mathrm{nm},\qquad s=N^{-1/2}=10^{-3}\ \mathrm{cm}=10\ \mathrm{\mu m}.
$$

Most free runs thus begin and end far from any dislocation. How many do not depends on how wide each dislocation appears to an electron.

## 2. The size of the obstacle

Let the line hold $f$ electrons per site, with site spacing $b=0.384$ nm. Its negative charge repels mobile electrons and uncovers positive donors. If all electrons leave a cylinder of radius $R$, neutrality per unit length requires

$$
\pi R^2N_D=\frac fb .
$$

With the assumed $f=0.1$, the line holds $0.260$ electrons per nm. Since $N_D=10^{-6}\ \mathrm{nm^{-3}}$,

$$
R=\sqrt{\frac{0.260}{\pi\times10^{-6}}}\ \mathrm{nm}=288\ \mathrm{nm}.
$$

Multiplying the neutrality condition by $N/N_D$ gives

$$
\phi=\pi R^2N=\frac{Nf}{bN_D}=0.0026 .
$$

So $\phi$ is both the fraction of the area that is emptied and the fraction of donor electrons that is trapped. The obstacle is much wider than the atomic core, and also about seven times wider in radius than the free path is long.

## 3. How often an electron meets a cylinder

Let $n$ be the electron density per unit accessible area in the plane. Directions are isotropic, so the flux onto unit length of wall is

$$
n\int_{-\pi/2}^{\pi/2}v\cos\alpha\,\frac{d\alpha}{2\pi}=\frac{nv}{\pi}.
$$

Unit area of crystal contains wall length $2\pi RN$ and $n(1-\phi)$ electrons. The hit rate per electron is

$$
\frac{2\pi RN\,(nv/\pi)}{n(1-\phi)}=\frac{2RNv}{1-\phi},
$$

and the mean path between hits is

$$
\lambda_{\rm hit}=\frac{1-\phi}{2RN}=173\ \mathrm{\mu m}.
$$

That is about 4100 free paths per hit. The free path does not enter $\lambda_{\rm hit}$, because equilibrium fixes the flux on the wall. It does affect how hits are grouped: an electron that scatters close to a wall may soon strike the same wall again. The average hit rate therefore does not settle the mobility by itself.

## 4. First limit: free path much longer than the radius

When $l\gg R$, successive hits are nearly independent. Let an electron strike the cylinder at angle $\alpha$ from the normal. Its impact parameter is $R\sin\alpha$. Specular reflection leaves a fraction $-\cos2\alpha$ of its momentum along the original direction, so the fraction lost is $1+\cos2\alpha=2\cos^2\alpha$. Sideways momentum cancels between $\alpha$ and $-\alpha$. Integrating over impact parameter gives the momentum-loss width

$$
w=\int_{-\pi/2}^{\pi/2}2\cos^2\alpha\;R\cos\alpha\,d\alpha
=2R\cdot\frac43=\frac{8R}{3}.
$$

The cylinders add a momentum-loss rate $Nwv$ to the ordinary rate $1/\tau$:

$$
\frac1{\tau_{\rm tot}}=\frac1\tau+Nwv
\quad\Rightarrow\quad
\frac{\mu}{\mu_{\rm eff}}=1+Nwv\tau=1+Nwl .
$$

Since $N=1/s^2$,

$$
Nwl=\frac ws\,\frac ls .
$$

This is what the spacing comparison leaves out. The added resistance is a product of two ratios: the chance per unit path of meeting an obstacle depends on its width as well as on the spacing. Even a free path equal to the spacing would add only $w/s=7.7\,\%$ for $w=768$ nm. This width is that of a hard wall. At 300 K electrons penetrate the soft edge described in section 6, and the classical width is smaller: about 530 nm for an in-plane energy of $kT$ and about 340 nm for $2kT$.

Inserting the room-temperature free path gives

$$
Nwl=(0.0768)(0.0042)=3.2\times10^{-4}=0.032\,\% .
$$

But $l/R=0.146$, so the assumption behind this estimate is not met.

A random walk among reflecting discs on a square lattice, with isotropic background collisions, tests the law where it should hold. For $l/R=40$ and a lattice spacing of $27R$, the added resistance was 0.170, against 0.146 from $Nwl$. The squared displacement in a random walk scatters by about its own mean, so the 32 000 displacements sampled fix the mobility ratio to about 0.6 % and the added resistance to about 0.007. The measured difference from the formula is 0.024. About 0.006 of it comes from the finite length of the walks: each displacement covers only about 160 free paths, which lowers the apparent diffusion by about 0.5 %. The converged added resistance is close to 0.162, about 11 % above the formula. Repeated hits and the regular lattice may contribute to this remainder; they were not separated. The agreement supports the formula as a leading estimate.

## 5. Second limit: free path much shorter than the radius

When $l\ll R$, an electron scatters many times while passing a cylinder. Current then flows around the obstacle as in an ordinary conductor. With uniform conductivity $\sigma$ outside, charge conservation makes the potential obey Laplace's equation. For a uniform applied field, up to a constant factor,

$$
\psi=\left(r+\frac Ar\right)\cos\theta .
$$

No current crosses the wall, so

$$
\left.\frac{\partial\psi}{\partial r}\right|_R
=\left(1-\frac A{R^2}\right)\cos\theta=0
\quad\Rightarrow\quad A=R^2 .
$$

To turn one disturbance into a conductivity, compare a large circle of radius $R_0$ containing many cylinders with a uniform circle of conductivity $\sigma_{\rm eff}$. Both sit in the original material. For the uniform circle, write the potential as $Cr\cos\theta$ inside and $(r+B/r)\cos\theta$ outside. Continuity of potential and of normal current gives

$$
C=1+\beta,\qquad \sigma_{\rm eff}C=\sigma(1-\beta),
\qquad \beta=\frac B{R_0^2}.
$$

Eliminating $C$,

$$
\frac{\sigma_{\rm eff}}{\sigma}=\frac{1-\beta}{1+\beta}.
$$

The large circle holds $N\pi R_0^2$ dislocations. In the dilute case their far disturbances add, so $B=N\pi R_0^2A$ and $\beta=\pi NA$. For sharp cylinders $\beta=\phi$:

$$
\frac{\sigma_{\rm eff}}{\sigma}=\frac{1-\phi}{1+\phi}.
$$

This contains two effects. The mean mobile density has fallen by the factor $1-\phi$. Dividing it out leaves the drift mobility per remaining electron:

$$
\frac{\mu_{\rm eff}}{\mu}
=\frac{1}{1-\phi}\,\frac{1-\phi}{1+\phi}
=\frac1{1+\phi}.
$$

For the example, the conductivity falls by 0.52 % and the drift mobility by 0.26 %, from 1350 to about $1346.5\ \mathrm{cm^2/Vs}$.

The independent-hit estimate is smaller by the factor

$$
\frac{Nwl}{\phi}=\frac{8l}{3\pi R}=0.12 .
$$

It assumes that each cylinder is struck by the undisturbed drifting distribution. In the diffusive limit the cylinder reshapes the current over a distance of order $R$, many free paths wide. Adding scattering rates misses that detour.

The random walk was also run at the example's own $l/R=0.146$, with $\phi$ raised to 0.20 so that the effect could be resolved. The mobility ratio was 0.826, against 0.833 from $1/(1+\phi)$. Independent hits would have given about 0.976. The path between hits was $6.30R$, against $6.28R$ from the formula of section 3.

## 6. The soft edge

The emptied cylinder has no sharp wall. Let $u$ be the upward shift of the electron energy divided by $kT$. Then $n=N_De^{-u}$, and Poisson's equation becomes

$$
\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)
=\frac{1-e^{-u}}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon kT}{e^2N_D}}=129\ \mathrm{nm}.
$$

Gauss's law at the line, combined with $f/b=\pi R^2N_D$, gives $r\,du/dr\to-R^2/(2L_D^2)$. Because $L_D$ is almost half of $R$, the edge is broad.

If the local conductivity follows the local density, with $\nu=n/N_D$, current conservation reads $\nabla\cdot(\nu\nabla\psi)=0$. Setting $\psi=W(r)\cos\theta$ gives

$$
\frac{d}{dr}\left(r\nu W'\right)=\frac{\nu W}{r}.
$$

Far away $W=r+A/r$, and $A$ again measures the disturbance. To see what determines it, multiply by $r$ and integrate by parts out to a large radius $r_0$, where $\nu=1$. The contribution of the tiny core is negligible:

$$
r_0^2W'(r_0)=\int_0^{r_0}\nu\,(rW'+W)\,dr .
$$

Since $rW'+W=(rW)'$, we also have

$$
r_0W(r_0)=\int_0^{r_0}(rW'+W)\,dr .
$$

Subtract the first from the second. The left side is $(r_0^2+A)-(r_0^2-A)=2A$, so

$$
2A=\int_0^\infty(1-\nu)(rW'+W)\,dr .
$$

The disturbance is the missing density weighted by the local driving field. If the depletion were weak everywhere, $W\approx r$ and neutrality would give

$$
2A\approx\int_0^\infty(1-\nu)\,2r\,dr=R^2 .
$$

To first order in $N$, the conductivity loss is $2\pi NA$. The lost density accounts for $\pi NR^2$ of it, whatever the shape of the edge. The remainder is the drift-mobility loss:

$$
\frac{\Delta\mu}{\mu}=\pi N(2A-R^2)=\phi\left(\frac{2A}{R^2}-1\right).
$$

It vanishes for weak depletion, $A=R^2/2$, and equals $\phi$ for a sharp cylinder, $A=R^2$. Numerical solution gives $A/R^2=0.720$, both from the far potential and from the integral. Hence

$$
\frac{\Delta\sigma}{\sigma}=0.38\,\%,\qquad
\frac{\Delta\mu}{\mu}=0.11\,\% .
$$

The sharp wall overstates the mobility loss by a factor of about 2.3. The soft-edge values are themselves approximate, since $l/L_D\approx0.3$ is not very small and local conduction is only a fair description of the edge.

The conductivity loss happens to lie near $l/s=0.42\,\%$. This is a coincidence of the chosen numbers: the loss grows as $N$, whereas $l/s$ grows as $N^{1/2}$.

## 7. Smaller contributions

**Strain.** A rough deformation potential $\Xi=9$ eV and a strain of order $b/(2\pi r)$ shift the band by $\Xi b/(2\pi r)$. Here $b$ is the length of the Burgers vector, which in silicon equals the site spacing used above. At $r=R$ this is 1.9 meV, against $kT=25.9$ meV. The shift reaches $kT$ at $r=21$ nm, well inside the depleted region.

The same radius gives an estimate for an uncharged dislocation, provided that the attractive side of its strain field binds no electrons; if it did, the line would become charged and the loss could be larger. Treated as a hard cylinder of radius 21 nm, it has $\pi r^2N\approx1.4\times10^{-5}$ and $(8/3)Nrl\approx2.4\times10^{-5}$. Both limits suggest a loss of order $10^{-5}$. This is an order of magnitude, since a strain field has a long tail and no wall.

**Anisotropic mass.** Averaging the speed over the actual ellipsoidal valleys changes it by 1.6 % relative to the value used for $l$. The diffusive loss does not contain $l$, but treating the conductivity as isotropic assumes that electrons change valleys within a distance short compared with $R$. If they did not, each valley would conduct anisotropically around the cylinder, and the sharp-edge mobility loss could be up to about half as large again.

**Degeneracy and holes.** The donor density is $3.7\times10^{-5}$ of the effective conduction-band density, so Boltzmann statistics are adequate. With the line's charge spread evenly along it, the band bending at the line is 0.41 eV. With a rough intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$, the hole density there is $7.5\times10^{11}\ \mathrm{cm^{-3}}$, far below $N_D$. Leaving holes out of the screening is consistent.

**Occupation.** This is the largest uncertainty, because $f=0.1$ is assumed and $\phi\propto f$. Setting $f=1$ gives $R=910$ nm and a sharp-edge mobility loss of 2.5 %. That case is deliberately excessive. Integrating the field of a fully depleted cylinder gives the bending at the line,

$$
u(b)\approx\frac{R^2}{2L_D^2}\left(\ln\frac Rb-\frac12\right),
$$

which for $f=1$ corresponds to 4.7 eV, well above the 1.12 eV gap. The depletion model could not sustain it. Even so, the loss would be small.

## 8. Where the conclusion fails

**More dislocations.** At fixed $f$ and doping, the sharp-edge mobility loss reaches 10 % when $\phi/(1+\phi)=0.1$, or $\phi=1/9$. This requires $N=4.3\times10^7\ \mathrm{cm^{-2}}$. The spacing is then still about $1.5\ \mathrm{\mu m}$, or 36 free paths. A spacing much longer than the free path therefore does not guarantee a negligible loss.

**Lower doping.** At fixed $f$, $\phi\propto1/N_D$. For $N_D=10^{13}\ \mathrm{cm^{-3}}$ the formula would give $\phi=0.26$, which is no longer small. Keeping $f$ fixed is also doubtful there. The bending formula gives about 0.54 eV, while far from the line the Fermi level lies only $kT\ln(N_D/n_i)\approx0.18$ eV above the intrinsic level. At an evenly charged line it would therefore lie about 0.36 eV below the intrinsic level, against 0.09 eV from the same formula in the main example. Electrons ten sites apart do not repel themselves, so for them the length $b$ in the logarithm is replaced by roughly their spacing $b/f$. This lowers the bending by about 0.15 eV in both cases, but leaves the shift of about 0.27 eV between them. Dislocation states well above the Fermi level would be mostly empty, so the occupation and the bending would have to be found together.

**Longer free path.** Cooling usually lengthens $l$ in lightly doped silicon. If $R$ stayed at 288 nm, the independent-hit law for a hard wall would reach 10 % added resistance at $l\approx13\ \mathrm{\mu m}$, comparable with the spacing. Real cooling also changes the occupation and the number of ionized donors, so this is a scale, not a prediction.

## 9. Comparison with real layers

Bulk silicon wafers are normally grown essentially free of dislocations. A density near $10^6\ \mathrm{cm^{-2}}$ belongs to relaxed heteroepitaxial layers, such as silicon-germanium buffers carrying a silicon film, where it is a reasonable rough value. The mobility and doping used here are ordinary for lightly doped silicon; the occupation is the uncertain input. Real layers can also depart from the assumption of evenly spread lines, because dislocations can gather in bands. Where the local density is ten times higher, $\phi$ becomes 2.6 % and the sharp-edge mobility loss about 2.5 % within that band. Threading segments are often inclined to the surface, which lengthens them and can change the loss by a factor of order one. Misfit dislocations lying in the plane of the current are outside this geometry. So are leakage and recombination, and a small mobility loss does not show that a device tolerates its dislocations in those respects.

The values used here are collected in the numerical output below.

## Computed values

```
Temperature: 300 K
Dislocation density: 1.0e+06 cm^-2
Donor density: 1.0e+15 cm^-3
Assumed mobility without dislocations: 1350 cm2/Vs
Assumed occupation f: 0.10 electrons per site
Lattice constant: 0.5431 nm; site spacing b: 0.384 nm
Relative permittivity: 11.7; band gap: 1.12 eV
Transverse, longitudinal mass: 0.190, 0.916 m_e
Conductivity mass: 0.258 m_e
Momentum relaxation time: 0.198 ps
Mean thermal speed: 2.118e+07 cm/s
Electron free path l: 42.0 nm
Dislocation spacing s: 10000 nm = 10.0 um
Spacing / free path: 238
Depleted radius R: 287.9 nm; l/R: 0.146
Spacing / depleted radius: 34.7
Filled and trapped fraction phi: 0.260 %
Planar path between wall hits: 173.2 um
Free paths per wall hit: 4127
Momentum-loss width w: 767.7 nm
Independent-hit resistance estimate: 0.0322 %
Diffusive drift-mobility loss: 0.260 %
Mobility with dislocations: 1346.5 cm2/Vs
Diffusive conductivity loss: 0.519 %
Density for 10 % mobility loss: 4.27e+07 cm^-2
Walk filled fraction: 0.20
Walk mobility ratio, measured: 0.8258; law: 0.8333
Walk path per hit / R: 6.301; law: 6.283
Long-path test l/R: 40; cell/R: 27
Long-path excess resistance: 0.1701; law: 0.1463
Debye length: 129.3 nm
Soft-edge dipole A/R^2: 0.720
Soft-edge A/R^2 from missing current: 0.720
Soft-edge conductivity loss: 0.375 %
Soft-edge drift-mobility loss: 0.115 %
Band bending at line, soft edge: 0.409 eV
Band bending at line, sharp edge: 0.392 eV
Anisotropic / isotropic mean speed: 0.984
Assumed deformation potential: 9.0 eV
Strain band shift at R: 1.91 meV
Thermal energy kT: 25.85 meV
Radius where strain shift equals kT: 21.3 nm
Donor density / conduction-band density: 3.65e-05
Assumed intrinsic density: 1.0e+10 cm^-3
Hole density at line: 7.51e+11 cm^-3
Full-occupation depleted radius: 910 nm
Full-occupation mobility loss: 2.54 %
Full-occupation band bending: 4.66 eV
```
